# What Wannier localisation can and cannot reduce in two dimensions

**Q.** A localisation routine lowers the Wannier spread until it stops. How can I tell whether what is left belongs to the material or to a poor choice of gauge?

**A.** By writing the spread so that the gauge appears in some terms and not in others. Take a two-dimensional crystal with cell area $A_c$ and a group of $J$ bands separated by a gap from all other bands at every $\mathbf k$. The bands may cross among themselves. Bloch states are $|\psi_{n\mathbf k}\rangle=e^{i\mathbf k\cdot\mathbf r}|u_{n\mathbf k}\rangle$, periodic in $\mathbf k$, with $u$ normalised in one cell. With $\langle\cdots\rangle_k=\frac{A_c}{(2\pi)^2}\int d^2k\,(\cdots)$ for the zone average, the Wannier functions are

$$|\mathbf Rn\rangle=\langle e^{-i\mathbf k\cdot\mathbf R}|\psi_{n\mathbf k}\rangle\rangle_k .$$

The gauge freedom is $u_n\to\sum_m u_mU_{mn}(\mathbf k)$ with $U$ unitary. Let $\mathbf r$ be the in-plane position, and assume finite second moments. The spread is

$$\Omega=\sum_n\left[\langle 0n|r^2|0n\rangle-|\langle 0n|\mathbf r|0n\rangle|^2\right].$$

Let $P=\sum_{\mathbf Rm}|\mathbf Rm\rangle\langle\mathbf Rm|$ project onto the group and let $Q=1-P$. Inserting $P+Q$ between the two factors of $\mathbf r$ gives

$$\langle 0n|r^2|0n\rangle=\sum_{\mathbf Rm}|\langle\mathbf Rm|\mathbf r|0n\rangle|^2+\langle0n|\mathbf r\cdot Q\,\mathbf r|0n\rangle .$$

The term $\mathbf R=0,\ m=n$ cancels the squared centre. The remaining terms are $\Omega=\Omega_I+\Omega_{OD}+\Omega_D$ with

$$\Omega_I=\sum_n\langle0n|\mathbf r\cdot Q\,\mathbf r|0n\rangle,$$

$$\Omega_{OD}=\sum_{m\ne n}\sum_{\mathbf R}|\langle\mathbf Rm|\mathbf r|0n\rangle|^2,\qquad \Omega_D=\sum_n\sum_{\mathbf R\neq0}|\langle\mathbf Rn|\mathbf r|0n\rangle|^2 .$$

The last two are sums of squares. So is the first, because $Q=Q^2$.

**Q.** $\Omega_I$ still contains the Wannier functions $|0n\rangle$. Why should it not depend on the gauge?

**A.** Go to $\mathbf k$ space. Since $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\nabla_k e^{i\mathbf k\cdot\mathbf r}$, an integration by parts, whose boundary terms cancel by periodicity, gives

$$\mathbf r|0n\rangle=\langle e^{i\mathbf k\cdot\mathbf r}\,i|\nabla u_n\rangle\rangle_k .\tag{1}$$

Let $p=\sum_{m\le J}|u_m\rangle\langle u_m|$ and $q=1-p$ at each $\mathbf k$. Then

$$\Omega_I=\Big\langle\sum_n\langle\nabla u_n|q|\nabla u_n\rangle\Big\rangle_k\equiv\langle\mathrm{Tr}\,g\rangle_k .$$

Under the gauge change, $\nabla u'_n=\sum_m[(\nabla u_m)U_{mn}+u_m\nabla U_{mn}]$. The factor $q$ removes the second term because $qu_m=0$. In the first, $\sum_nU_{mn}U^*_{m'n}=\delta_{mm'}$ restores the original sum. So $\Omega_I$ depends on the band group alone.

It can be found without any smooth gauge. Project the derivative of $Hu_n=E_nu_n$ onto a state $u_l$ outside the group:

$$\langle u_l|\nabla H|u_n\rangle+E_l\langle u_l|\nabla u_n\rangle=E_n\langle u_l|\nabla u_n\rangle .$$

Solving for the overlap,

$$\mathrm{Tr}\,g=\sum_{n\,\rm in,\;l\,\rm out}\frac{|\langle u_l|\nabla H|u_n\rangle|^2}{(E_n-E_l)^2}.$$

The denominators contain only the gap to outside states, so crossings within the group do no harm. $\Omega_I$ belongs to the group and in general changes when the group does: if it contains every state of the Hilbert space, $Q=0$ and $\Omega_I=0$. The sum is symmetric in the inside and outside states, so in a finite basis a group and its complement share one value.

**Q.** Then the other two parts are pure gauge, and a good routine should remove them.

**A.** They depend on the gauge, but that does not make them removable. Define $\mathbf A_{mn}=i\langle u_m|\nabla u_n\rangle$. Equation (1) gives $\langle\mathbf Rm|\mathbf r|0n\rangle=\langle e^{i\mathbf k\cdot\mathbf R}\mathbf A_{mn}\rangle_k$, so these matrix elements are Fourier coefficients of $\mathbf A_{mn}$. Parseval's theorem then yields

$$\Omega_{OD}=\Big\langle\sum_{m\ne n}|\mathbf A_{mn}|^2\Big\rangle_k,\qquad \Omega_D=\Big\langle\sum_n|\mathbf A_{nn}-\langle\mathbf A_{nn}\rangle_k|^2\Big\rangle_k .$$

Take $J=1$, where $\Omega_{OD}$ is absent, and suppose that a smooth periodic gauge exists. A phase change $u\to e^{i\phi}u$ gives $\mathbf A\to\mathbf A-\nabla\phi$. A part of $\phi$ linear in $\mathbf k$ moves the Wannier function by a lattice vector and leaves $\Omega_D$ unchanged. For the periodic part, write $\mathbf A=\sum_{\mathbf R}\mathbf A_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ and split each coefficient with $\mathbf R\ne0$ along and across $\mathbf R$:

$$\mathbf A_{\mathbf R}=L_{\mathbf R}\hat{\mathbf R}+T_{\mathbf R}\,\hat{\mathbf z}\times\hat{\mathbf R}.$$

The gradient has coefficients $i\mathbf R\phi_{\mathbf R}$, all along $\mathbf R$. The choice $\phi_{\mathbf R}=L_{\mathbf R}/(i|\mathbf R|)$ removes every $L_{\mathbf R}$, after which $\nabla\cdot\mathbf A=0$. No phase can touch $T_{\mathbf R}$. The Berry curvature $F=\partial_xA_y-\partial_yA_x$ fixes it:

$$F_{\mathbf R}=i(R_xA_{\mathbf R,y}-R_yA_{\mathbf R,x})=i|\mathbf R|T_{\mathbf R}.$$

Therefore

$$\boxed{\ \min\Omega_D=\sum_{\mathbf R\ne0}\frac{|F_{\mathbf R}|^2}{|\mathbf R|^2}\ }\qquad(J=1).$$

**Q.** Is there a physical reason why curvature should obstruct localisation?

**A.** For $\Omega_D$ to vanish at $J=1$, each Wannier function must be an eigenfunction of both $PxP$ and $PyP$. On a state with Bloch coefficient $f(\mathbf k)$ these operators act as $i\partial_x+A_x$ and $i\partial_y+A_y$, with derivatives in $\mathbf k$. Their commutator is

$$[\,i\partial_x+A_x,\ i\partial_y+A_y\,]=i(\partial_xA_y-\partial_yA_x)=iF .$$

Where $F\neq0$, the two projected coordinates do not commute, and a complete set of common eigenfunctions is impossible.

If both time reversal (without spin) and inversion hold, $F(-\mathbf k)=-F(\mathbf k)$ and $F(-\mathbf k)=F(\mathbf k)$, hence $F=0$ and the removable part really can vanish. I tested this on a honeycomb lattice of lattice constant 0.32 nm, with equal sites and one of the three bonds three times as strong as the others. Minimising the real-space spread left a remainder below $10^{-5}$ of $\Omega_I$, while $\Omega_I$ stayed at $0.0126\ \mathrm{nm^2}$.

**Q.** With several bands I have matrices $U(\mathbf k)$, not phases. Perhaps mixing the bands gets around the obstruction.

**A.** Not entirely. First, the trace of the curvature. Let $\mathbf a=\sum_n\mathbf A_{nn}$. The mixed second derivatives cancel in its curl, so

$$\mathrm{Tr}F\equiv\partial_xa_y-\partial_ya_x=-2\,\mathrm{Im}\sum_n\langle\partial_xu_n|\partial_yu_n\rangle .\tag{2}$$

Insert $p+q$. Since $\langle\partial_xu_n|u_m\rangle=-\langle u_n|\partial_xu_m\rangle$, the $p$ part of the sum is $\mathrm{Tr}(A_xA_y)$. This is real, as the trace of a product of two Hermitian matrices, and drops out. The $q$ part is gauge-invariant by the argument used for $\Omega_I$.

Now write $\delta$ for a deviation from the zone average. The Cauchy–Schwarz inequality gives $|\sum_n\delta\mathbf A_{nn}|^2\le J\sum_n|\delta\mathbf A_{nn}|^2$. The left side is $|\delta\mathbf a|^2$, whose transverse part is fixed as before. Hence

$$\Omega_D\ge\frac1J\sum_{\mathbf R\ne0}\frac{|(\mathrm{Tr}F)_{\mathbf R}|^2}{|\mathbf R|^2}.$$

This is a lower bound and need not be attained. It also says nothing about how small $\Omega_{OD}$ can become at the same time.

**Q.** You assumed finite second moments. Could that assumption fail for an insulating band group?

**A.** Yes, if its Chern number $C=\frac1{2\pi}\int\mathrm{Tr}F\,d^2k$ is non-zero. By (1), $\langle\langle\partial_xu_n|\partial_yu_n\rangle\rangle_k=\langle0n|xy|0n\rangle$ whenever the second moments are finite. The right side is real, so (2) gives $\langle\mathrm{Tr}F\rangle_k=0$ and $C=0$. Equivalently, $C\ne0$ rules out a full set of Wannier functions with finite spread.

The invariant part does not diverge with it, since the gap keeps $\mathrm{Tr}\,g$ finite. It is, however, bounded from below. With $X_{\alpha,ln}=\langle u_l|\partial_\alpha u_n\rangle$ and $l$ outside the group,

$$0\le\sum_{ln}|X_x\pm iX_y|^2=\mathrm{Tr}\,g\mp2\,\mathrm{Im}\sum_{ln}X_x^*X_y=\mathrm{Tr}\,g\pm\mathrm{Tr}F .$$

Thus $\mathrm{Tr}\,g\ge|\mathrm{Tr}F|$. Averaging, and using $\langle\mathrm{Tr}F\rangle_k=A_cC/2\pi$,

$$\Omega_I\ge\langle|\mathrm{Tr}F|\rangle_k\ge\frac{A_c|C|}{2\pi}.$$

**Q.** On a finite mesh every sum is finite. What would I see for a Chern band?

**A.** A slow growth with mesh size, provided the gauge is smooth except at isolated vortices. Phases that vary at random from one mesh point to the next would instead make the spread grow roughly as $N^2$. For $|C|=1$, consider a gauge with one unit phase vortex. Near it $u$ carries the factor $e^{\pm i\theta}$, where $\theta$ is the polar angle of $\mathbf q$ measured from the vortex, so $|\mathbf A|^2\simeq1/q^2$. Its contribution is

$$\frac{A_c}{4\pi^2}\int_{q_{\min}}^{q_{\max}}\frac{2\pi q\,dq}{q^2}=\frac{A_c}{2\pi}\ln\frac{q_{\max}}{q_{\min}} .$$

The mesh spacing sets $q_{\min}\propto1/N$, so the spread grows by $A_c/2\pi$ per unit of $\ln N$.

A honeycomb lattice with equal site energies and an imaginary second-neighbour hopping of magnitude 0.20 eV, opposite in sign on the two sublattices, provides such a band. The nearest-neighbour hopping is 1.263 eV. The band's amplitude on one sublattice vanishes at a single valley point, so making that amplitude real and positive everywhere else gives a gauge with one vortex, which I use here. The cell area is $0.08868\ \mathrm{nm^2}$, so the predicted slope is $0.0141\ \mathrm{nm^2}$. Between $N=49$ and $N=197$ the spread rises from 0.0756 to $0.0953\ \mathrm{nm^2}$, and

$$\frac{0.09532-0.07562}{\ln(197/49)}=0.0142\ \mathrm{nm^2}.$$

The invariant part is $0.0153\ \mathrm{nm^2}$, just above its bound of $0.0141\ \mathrm{nm^2}$.

**Q.** Now give me an ordinary semiconductor. How much is really at stake?

**A.** Take a spinless honeycomb model with site energies $\pm E_g/2$ and nearest-neighbour hopping of magnitude $t$. I choose $a=0.32$ nm, $E_g=1.7$ eV and $\hbar v=0.35$ eV nm, roughly the regime of a monolayer MoS$_2$ channel. Near a valley $\hbar v=\sqrt3\,at/2$, so

$$t=\frac{2(0.35)}{\sqrt3\,(0.32)}=1.263\ \mathrm{eV}.$$

At the valley point the interband elements of $\partial_xH$ and $\partial_yH$ both have magnitude $\hbar v$ and differ in phase by $\pi/2$. Dividing each by $E_g$ and inserting them in the curvature gives

$$|F(K)|=\frac{2(\hbar v)^2}{E_g^2}=\frac{2(0.35)^2}{(1.7)^2}=0.0848\ \mathrm{nm^2}.$$

Time reversal makes $F$ odd in $\mathbf k$, so $C=0$. A smooth gauge exists: the valence band has at least half its weight on the lower-energy site, so its amplitude there can be made real and positive everywhere. I call this the projected gauge. Averaged over the zone, the metric gives $\Omega_I=0.01144\ \mathrm{nm^2}$, above the bound $\langle|F|\rangle_k=0.00754\ \mathrm{nm^2}$. The parts in three gauges, in $\mathrm{nm^2}$, are:

| Gauge | $\Omega_I$ | $\Omega_D$ | $\Omega$ |
|---|---:|---:|---:|
| scrambled | 0.01144 | 0.01949 | 0.03093 |
| projected | 0.01144 | 0.00184 | 0.01328 |
| minimised | 0.01144 | 0.00173 | 0.01317 |

The scrambled gauge is the projected one multiplied by a smooth random phase. The minimised one was reached from it by lowering the real-space spread directly, without using the curvature. It ends at the value the curvature formula gives, $0.00173\ \mathrm{nm^2}$.

The minimum spread is therefore $0.0132\ \mathrm{nm^2}$, or $1.32$ Å$^2$, of which 87% is invariant. Starting from the projected gauge, optimisation gains less than 1% of the total. The remaining 13% is gauge-dependent in form, yet no gauge can remove it.

**Q.** And for two bands, where the minimum is not known in closed form?

**A.** The bound still tells you how much could be left to gain. I added spin, with a spin-orbit term that by itself splits the valence band by 0.15 eV at the valley points, and a Rashba hopping of 0.30 eV. The latter was chosen to mix the spins strongly and is not a device value. For the valence pair $\Omega_I=0.02327\ \mathrm{nm^2}$. Descent from a scrambled gauge lowered $\Omega_{OD}$ from 0.02832 to $0.00054\ \mathrm{nm^2}$ and $\Omega_D$ from 0.03178 to $0.00299\ \mathrm{nm^2}$. The lower bound on $\Omega_D$ is $0.00298\ \mathrm{nm^2}$. Further optimisation could thus gain at most

$$0.000538+0.002988-0.002982\simeq0.00054\ \mathrm{nm^2},$$

about 2% of the total of $0.0268\ \mathrm{nm^2}$. Whether any of that is attainable, the bound does not say.

**Q.** My code reports an $\Omega_I$ that changes when I refine the $\mathbf k$ mesh. Does that contradict its invariance?

**A.** No, that is a discretisation error. One estimate uses overlaps between neighbouring mesh points:

$$J-\sum_{mn}|\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle|^2=\tfrac12\mathrm{Tr}[p(\mathbf k+\mathbf b)-p(\mathbf k)]^2 .$$

This follows from $p^2=p$ and $\mathrm{Tr}\,p=J$. To lowest order the right side is $\sum_{\alpha\beta}b_\alpha b_\beta\,\mathrm{Re}\sum_n\langle\partial_\alpha u_n|q|\partial_\beta u_n\rangle$. On a hexagonal mesh the six shortest $\mathbf b$ satisfy $\sum_{\mathbf b}b_\alpha b_\beta=3b^2\delta_{\alpha\beta}$, so the weight $1/(3b^2)$ recovers $\mathrm{Tr}\,g$. After averaging over $\mathbf k$, the overlap sum is even in $\mathbf b$, because $\mathbf k$ can be shifted by $-\mathbf b$. The next term is of order $b^4$, and the relative error is of order $b^2\propto1/N^2$.

In the spinless model the error relative to the converged $\Omega_I$ is $-4.1\%$ for $N=12$, $-1.1\%$ for $N=24$ and $-0.28\%$ for $N=48$. From $N=48$ to $N=96$ it falls by a factor of 3.985, close to the expected 4. At any fixed mesh the estimate is still gauge-invariant, since it contains only $p$.

**Q.** May I quote $0.0132\ \mathrm{nm^2}$ for MoS$_2$?

**A.** No. The model matches a lattice constant, a gap and a velocity. It puts the two band edges on different sites, whereas in MoS$_2$ both are mainly metal $d$ states, and that difference is large. The top valence band of MoS$_2$ has its Wannier centre on a hollow site, at distance $a/\sqrt3$ from the three nearest Mo atoms. With point orbitals on Mo alone, this gives a spread of at least $a^2/3=0.034\ \mathrm{nm^2}$, more than twice the model's total. It also treats orbitals as points. If the orbitals are given widths, while the elements of $\mathbf r$ and of $r^2$ between different orbitals stay zero, only $\langle r^2\rangle$ changes. The addition is the width of each orbital times its total weight in the group, which depends on $P$ alone, so all of it enters $\Omega_I$.

For scale, an unrestricted Hartree–Fock calculation of the free Mo atom, with a small basis and an effective core potential, gives in-plane $4d$ widths $\langle x^2+y^2\rangle$ of 0.006 to $0.011\ \mathrm{nm^2}$. It omits electron correlation and the crystal. The upper value is 94% of the model's $\Omega_I$, so orbital width could nearly double the invariant part.

The gap matters too. Raising it to 2.5 eV, with $a$ and $\hbar v$ fixed, lowers $\Omega_I$ by 27% to $0.0084\ \mathrm{nm^2}$ and the minimum $\Omega_D$ by 54% to $0.0008\ \mathrm{nm^2}$. The 0.15 eV spin splitting without Rashba hopping changes $\Omega_I$ per band by less than 0.1%.

In a real channel, contacts and disorder break the periodicity assumed throughout. Even in the perfect crystal, the isolation of the chosen bands must be checked at every $\mathbf k$. If they touch another band, the group must be enlarged or a subspace selected, and $\Omega_I$ then belongs to that new choice. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
lattice constant 0.32 nm, cell area 0.08868 nm^2
gap 1.70 eV, hbar*v 0.35 eV nm, hopping 1.2630 eV
model valence band width 3.033 eV
k mesh for Wannier functions 45 x 45
|Berry curvature| at valley K 0.08478 nm^2
Omega_I from metric 0.011439 nm^2
zone average of |F| (lower bound on Omega_I) 0.007542 nm^2
curvature formula for min Omega_D 0.001732 nm^2
scrambled: Omega 0.030926, Omega_I 0.011439, Omega_D 0.019487 nm^2
projected: Omega 0.013276, Omega_I 0.011439, Omega_D 0.001838 nm^2
minimised: Omega 0.013170, Omega_I 0.011439, Omega_D 0.001732 nm^2
minimum total spread 0.013170 nm^2 = 1.3170 angstrom^2
root of minimum spread 0.1148 nm
invariant share of minimum spread 86.85 %
two-band test: spin splitting 0.15 eV, Rashba hopping 0.30 eV
two-band Omega_I from metric 0.023268 nm^2
two-band scrambled: Omega 0.083372, I 0.023268, OD 0.028324, D 0.031780 nm^2
two-band after descent: Omega 0.026794, I 0.023268, OD 0.000538, D 0.002988 nm^2
two-band lower bound on Omega_D 0.002982 nm^2
curvature-free dimer lattice: Omega_I 0.012628 nm^2, remainder/Omega_I below 1e-5: True
Chern test: chiral hopping 0.20 eV, |C| 1.000000
Chern band Omega_I 0.015296 nm^2, bound area/(2 pi) 0.014114 nm^2
Chern band spread: N=49 0.07562, N=197 0.09532 nm^2
growth per unit ln N 0.014160 nm^2
overlap formula N=12: Omega_I 0.010965 nm^2, error -4.142 %
overlap formula N=24: Omega_I 0.011313 nm^2, error -1.095 %
overlap formula N=48: Omega_I 0.011407 nm^2, error -0.278 %
overlap formula N=96: Omega_I 0.011431 nm^2, error -0.070 %
error ratio N=48 to N=96: 3.985
gap 2.5 eV: Omega_I 0.008389, min Omega_D 0.000793 nm^2
spin splitting 0.15 eV: Omega_I per band 0.011447 nm^2, change 0.073 %
free Mo atom, UHF/def2-SVP: 4d in-plane <x^2+y^2> 0.00598 to 0.01077 nm^2
largest 4d width / model Omega_I 0.942
```
